# Why a more basic trialkylamine can bind a crowded metal less strongly: verification in Python

```python
"""Front strain added to a two-orbital donor-acceptor model.

Result under test: a lone pair raised by delta gains only a fraction of delta
on binding, G, with q_N*delta <= G <= q_T*delta. A crowded acceptor reverses
the order of the two amines when the relaxed front strain F exceeds G.
Symbols: gap = acceptor level minus donor level; beta = orbital coupling;
q = electrons transferred; r = metal-nitrogen distance; D = binding energy;
V = contact energy of alkyl groups with metal ligands; N = ammonia,
T = trialkylamine. Model energies are in eV and lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize, minimize_scalar
from pyscf import gto, scf, lib

lib.num_threads(1)

# Round model parameters
GAP_N, RISE = 8.0, 1.0
GAP_T = GAP_N - RISE
R_REF = 0.20
BETA_REF, BETA_RANGE = 2.8, 0.10
CORE_REF, CORE_RANGE = 0.7, 0.02
ALKYL_LENGTH, ALKYL_ANGLE = 0.147, np.arcsin(1 / 3)
LIGAND_LENGTH, LIGAND_ANGLE = 0.20, np.radians(10.0)
CONTACT_DEPTH = 0.010
SIGMA_OPEN, SIGMA_CROWDED = 0.34, 0.40
# Rough inputs used only to size neglected effects
BEND_STIFFNESS = 4.0
NH_LENGTH, NH_SIGMA, NH_DEPTH = 0.101, 0.33, 0.005
TEMPERATURE = 350.0
MASS_N, MASS_T, MASS_ACCEPTOR = 17.0, 59.0, 100.0


def coupling(r):
    return BETA_REF * np.exp(-(r - R_REF) / BETA_RANGE)


def core_repulsion(r):
    return CORE_REF * np.exp(-(r - R_REF) / CORE_RANGE)


def stabilization(gap, beta):
    return np.sqrt(gap**2 + 4 * beta**2) - gap


def transferred_charge(gap, beta):
    return 1 - gap / np.sqrt(gap**2 + 4 * beta**2)


def bare_energy(r, gap):
    return core_repulsion(r) - stabilization(gap, coupling(r))


def pair_energy(distance, sigma, depth):
    x = (sigma / distance)**6
    return 4 * depth * (x**2 - x)


def contact_energy(r, sigma, depth=CONTACT_DEPTH, length=ALKYL_LENGTH,
                   donor_tilt=0.0, ligand_tilt=0.0):
    a = ALKYL_ANGLE + donor_tilt
    b = LIGAND_ANGLE + ligand_tilt
    height = r + length * np.sin(a) + LIGAND_LENGTH * np.sin(b)
    u, v = length * np.cos(a), LIGAND_LENGTH * np.cos(b)
    near = np.sqrt(height**2 + u**2 + v**2 - u * v)
    far = np.sqrt(height**2 + (u + v)**2)
    return (6 * pair_energy(near, sigma, depth)
            + 3 * pair_energy(far, sigma, depth))


def bind(energy):
    """Return binding energy and equilibrium distance."""
    grid = np.linspace(0.12, 0.90, 1561)
    i = int(np.argmin(energy(grid)))
    assert 0 < i < len(grid) - 1
    best = minimize_scalar(energy, bounds=(grid[i - 1], grid[i + 1]),
                           method="bounded", options={"xatol": 1e-10})
    return -best.fun, best.x


def bind_bare(gap):
    return bind(lambda r: bare_energy(r, gap))


def bind_crowded(gap, sigma, scale=1.0):
    return bind(lambda r: bare_energy(r, gap)
                + scale * contact_energy(r, sigma))


def matrix_solution(gap, beta):
    """Two-electron stabilization and charge from diagonalization."""
    values, vectors = np.linalg.eigh(np.array([[0.0, -beta], [-beta, gap]]))
    return -2 * values[0], 2 * vectors[1, 0]**2


def coordinate_contacts(r, sigma):
    """Sum the nine contacts from explicit Cartesian positions."""
    total = 0.0
    for i in range(3):
        p = np.pi / 3 + 2 * np.pi * i / 3
        alkyl = np.array([ALKYL_LENGTH * np.cos(ALKYL_ANGLE) * np.cos(p),
                          ALKYL_LENGTH * np.cos(ALKYL_ANGLE) * np.sin(p),
                          r + ALKYL_LENGTH * np.sin(ALKYL_ANGLE)])
        for j in range(3):
            t = 2 * np.pi * j / 3
            ligand = LIGAND_LENGTH * np.array([
                np.cos(LIGAND_ANGLE) * np.cos(t),
                np.cos(LIGAND_ANGLE) * np.sin(t), -np.sin(LIGAND_ANGLE)])
            total += pair_energy(np.linalg.norm(alkyl - ligand),
                                 sigma, CONTACT_DEPTH)
    return total


# Closed two-level formulas against matrices and a numerical derivative
for gap in (1.0, 4.0, 7.0, 8.0):
    for beta in (0.3, 1.5, 3.0):
        gain, charge = matrix_solution(gap, beta)
        assert abs(gain - stabilization(gap, beta)) < 1e-10
        assert abs(charge - transferred_charge(gap, beta)) < 1e-10
        h = 1e-4
        slope = (matrix_solution(gap + h, beta)[0]
                 - matrix_solution(gap - h, beta)[0]) / (2 * h)
        assert abs(slope + charge) < 1e-6

# Bounds on the gain after each bond has found its own best length
for gap_n, gap_t in ((8, 7), (8, 5), (4, 1), (10, 9.5)):
    d_n, r_n = bind_bare(gap_n)
    d_t, r_t = bind_bare(gap_t)
    low = matrix_solution(gap_n, coupling(r_n))[1] * (gap_n - gap_t)
    high = matrix_solution(gap_t, coupling(r_t))[1] * (gap_n - gap_t)
    assert 0 < low < d_t - d_n < high < gap_n - gap_t

D_N, R_N = bind_bare(GAP_N)
D_T0, R_T0 = bind_bare(GAP_T)
D_OPEN, R_OPEN = bind_crowded(GAP_T, SIGMA_OPEN)
D_T, R_T = bind_crowded(GAP_T, SIGMA_CROWDED)
q_n = transferred_charge(GAP_N, coupling(R_N))
q_t = transferred_charge(GAP_T, coupling(R_T0))
gain = D_T0 - D_N
strain = D_T0 - D_T
contact_part = contact_energy(R_T, SIGMA_CROWDED)
stretch_part = bare_energy(R_T, GAP_T) - bare_energy(R_T0, GAP_T)
unrelaxed = contact_energy(R_T0, SIGMA_CROWDED)

# Crowded well from matrices and Cartesian contacts on a fine grid
scan_r = np.arange(0.18, 0.32, 0.0001)
direct = max(matrix_solution(GAP_T, coupling(r))[0] - core_repulsion(r)
             - coordinate_contacts(r, SIGMA_CROWDED) for r in scan_r)
assert abs(direct - D_T) < 2e-5  # finite grid spacing

# Strain from gradual switching of the contacts
nodes, weights = np.polynomial.legendre.leggauss(48)
switched = sum(0.5 * w * contact_energy(
    bind_crowded(GAP_T, SIGMA_CROWDED, 0.5 * (x + 1))[1], SIGMA_CROWDED)
    for x, w in zip(nodes, weights))
assert abs(switched - strain) < 1e-4  # quadrature and minimum location
assert strain < unrelaxed
assert D_OPEN > D_N > D_T
assert strain > q_t * RISE

# One reversal as the contact diameter grows
diameters = np.linspace(SIGMA_OPEN, 0.42, 33)
signs = np.sign([bind_crowded(GAP_T, s)[0] - D_N for s in diameters])
assert np.count_nonzero(np.diff(signs)) == 1
sigma_cross = brentq(lambda s: bind_crowded(GAP_T, s)[0] - D_N,
                     SIGMA_OPEN, SIGMA_CROWDED)


def amine_atoms(methylated):
    """Idealized tetrahedral amine; positions in angstrom."""
    atoms = [("N", np.zeros(3))]
    axis = np.array([0.0, 0.0, 1.0])
    for k in range(3):
        p = 2 * np.pi * k / 3
        u = np.array([np.sqrt(8) / 3 * np.cos(p),
                      np.sqrt(8) / 3 * np.sin(p), -1 / 3])
        if not methylated:
            atoms.append(("H", 10 * NH_LENGTH * u))
            continue
        carbon = 10 * ALKYL_LENGTH * u
        atoms.append(("C", carbon))
        e1 = -(axis - np.dot(axis, u) * u)
        e1 /= np.linalg.norm(e1)
        e2 = np.cross(u, e1)
        for m in range(3):
            t = 2 * np.pi * m / 3
            direction = u / 3 + np.sqrt(8) / 3 * (
                np.cos(t) * e1 + np.sin(t) * e2)
            atoms.append(("H", carbon + 1.09 * direction))
    return atoms


def hartree_fock(atoms, charge):
    molecule = gto.M(atom=[(s, tuple(p)) for s, p in atoms], basis="6-31g",
                     charge=charge, unit="Angstrom", verbose=0)
    method = scf.RHF(molecule)
    method.conv_tol = 1e-9
    total = method.kernel()
    assert method.converged
    return total, method.mo_energy[molecule.nelectron // 2 - 1]


hartree = const.physical_constants["Hartree energy in eV"][0]
levels, affinities = [], []
for methylated in (False, True):
    atoms = amine_atoms(methylated)
    neutral, level = hartree_fock(atoms, 0)
    proton = [("H", np.array([0.0, 0.0, 1.02]))]
    cation, _ = hartree_fock(atoms + proton, 1)
    levels.append(level * hartree)
    affinities.append((neutral - cation) * hartree)
hf_rise = levels[1] - levels[0]
assert hf_rise > 0
assert affinities[1] > affinities[0]


# Sizes of neglected effects
def bind_bending(gap):
    def energy(x):
        r, donor_tilt, ligand_tilt = x
        return (bare_energy(r, gap)
                + contact_energy(r, SIGMA_CROWDED, donor_tilt=donor_tilt,
                                 ligand_tilt=ligand_tilt)
                + 1.5 * BEND_STIFFNESS * (donor_tilt**2 + ligand_tilt**2))
    best = minimize(energy, [0.22, 0.08, 0.12], method="Nelder-Mead",
                    options={"xatol": 1e-8, "fatol": 1e-10, "maxiter": 3000})
    assert best.success
    return -best.fun, best.x


D_bend, bent = bind_bending(GAP_T)
D_rise = bind_crowded(GAP_N - hf_rise, SIGMA_CROWDED)[0]
D_both = bind_bending(GAP_N - hf_rise)[0]
D_N_contact = bind(lambda r: bare_energy(r, GAP_N) + contact_energy(
    r, NH_SIGMA, NH_DEPTH, NH_LENGTH))[0]


def zero_point(energy, r, donor_mass):
    h = 1e-4
    curvature = (energy(r + h) - 2 * energy(r) + energy(r - h)) / h**2
    reduced = donor_mass * MASS_ACCEPTOR / (donor_mass + MASS_ACCEPTOR)
    omega = np.sqrt(curvature * const.e * 1e18
                    / (reduced * const.atomic_mass))
    return 0.5 * const.hbar * omega / const.e


zero_n = zero_point(lambda r: bare_energy(r, GAP_N), R_N, MASS_N)
zero_t = zero_point(lambda r: bare_energy(r, GAP_T)
                    + contact_energy(r, SIGMA_CROWDED), R_T, MASS_T)
thermal = const.k * TEMPERATURE / const.e
mass_ratio = ((MASS_ACCEPTOR + MASS_N) * MASS_T
              / ((MASS_ACCEPTOR + MASS_T) * MASS_N))
translation = -1.5 * thermal * np.log(mass_ratio)


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Gap, ammonia", GAP_N, "eV", 1)
show("Gap, trialkylamine", GAP_T, "eV", 1)
show("Lone-pair rise", RISE, "eV", 1)
show("Reference distance", R_REF, "nm", 2)
show("Coupling at reference", BETA_REF, "eV", 1)
show("Coupling decay length", BETA_RANGE, "nm", 2)
show("Core repulsion at reference", CORE_REF, "eV", 1)
show("Core decay length", CORE_RANGE, "nm", 2)
show("N-alkyl length", ALKYL_LENGTH, "nm")
show("Alkyl angle behind N plane", np.degrees(ALKYL_ANGLE), "deg", 2)
show("Metal-ligand length", LIGAND_LENGTH, "nm", 2)
show("Ligand angle behind metal plane", np.degrees(LIGAND_ANGLE), "deg", 1)
show("Contact well depth per pair", CONTACT_DEPTH, "eV")
show("Contact diameter, open", SIGMA_OPEN, "nm", 2)
show("Contact diameter, crowded", SIGMA_CROWDED, "nm", 2)
show("Ammonia binding, no contacts", D_N, "eV")
show("Ammonia bond length", R_N, "nm", 4)
show("Trialkylamine binding, bare", D_T0, "eV")
show("Trialkylamine bond length, bare", R_T0, "nm", 4)
show("Charge transferred, ammonia", q_n, "electrons")
show("Charge transferred, trialkylamine bare", q_t, "electrons")
show("Electronic gain G", gain, "eV")
show("Lower bound on G", q_n * RISE, "eV")
show("Upper bound on G", q_t * RISE, "eV")
show("Trialkylamine binding, open", D_OPEN, "eV")
show("Trialkylamine bond length, open", R_OPEN, "nm", 4)
show("Trialkylamine binding, crowded", D_T, "eV")
show("Trialkylamine bond length, crowded", R_T, "nm", 4)
show("Contact energy before relaxation", unrelaxed, "eV")
show("Contact energy after relaxation", contact_part, "eV")
show("Bond-stretching cost", stretch_part, "eV")
show("Relaxed front strain F", strain, "eV")
show("Strain from switching integral", switched, "eV")
show("Crowded D_T minus D_N", D_T - D_N, "eV")
show("Contact diameter at reversal", sigma_cross, "nm", 4)
show("HF highest level, NH3", levels[0], "eV", 2)
show("HF highest level, NMe3", levels[1], "eV", 2)
show("HF level rise", hf_rise, "eV", 2)
show("HF vertical proton affinity, NH3", affinities[0], "eV", 2)
show("HF vertical proton affinity, NMe3", affinities[1], "eV", 2)
show("Bending stiffness per group", BEND_STIFFNESS, "eV/rad^2", 1)
show("Crowded D_T with bending", D_bend, "eV")
show("Bond length with bending", bent[0], "nm", 4)
show("Alkyl tilt", np.degrees(bent[1]), "deg", 1)
show("Ligand tilt", np.degrees(bent[2]), "deg", 1)
show("Crowded D_T with HF level rise", D_rise, "eV")
show("Crowded D_T with bending and HF rise", D_both, "eV")
show("N-H contact diameter", NH_SIGMA, "nm", 2)
show("N-H contact well depth", NH_DEPTH, "eV")
show("Ammonia binding with its contacts", D_N_contact, "eV")
print(f"Masses NH3, amine, acceptor: {MASS_N:.0f}, {MASS_T:.0f}, "
      f"{MASS_ACCEPTOR:.0f} u")
show("Stretch zero-point energy, ammonia", zero_n, "eV")
show("Stretch zero-point energy, crowded amine", zero_t, "eV")
show("Temperature", TEMPERATURE, "K", 0)
show("Thermal energy kT", thermal, "eV", 4)
show("Translational free energy, NH3 replaces amine", translation, "eV")
print("verified")
```

Running it gives:

```
Gap, ammonia: 8.0 eV
Gap, trialkylamine: 7.0 eV
Lone-pair rise: 1.0 eV
Reference distance: 0.20 nm
Coupling at reference: 2.8 eV
Coupling decay length: 0.10 nm
Core repulsion at reference: 0.7 eV
Core decay length: 0.02 nm
N-alkyl length: 0.147 nm
Alkyl angle behind N plane: 19.47 deg
Metal-ligand length: 0.20 nm
Ligand angle behind metal plane: 10.0 deg
Contact well depth per pair: 0.010 eV
Contact diameter, open: 0.34 nm
Contact diameter, crowded: 0.40 nm
Ammonia binding, no contacts: 1.069 eV
Ammonia bond length: 0.2026 nm
Trialkylamine binding, bare: 1.264 eV
Trialkylamine bond length, bare: 0.2000 nm
Charge transferred, ammonia: 0.174 electrons
Charge transferred, trialkylamine bare: 0.219 electrons
Electronic gain G: 0.196 eV
Lower bound on G: 0.174 eV
Upper bound on G: 0.219 eV
Trialkylamine binding, open: 1.261 eV
Trialkylamine bond length, open: 0.2040 nm
Trialkylamine binding, crowded: 0.622 eV
Trialkylamine bond length, crowded: 0.2397 nm
Contact energy before relaxation: 1.384 eV
Contact energy after relaxation: 0.230 eV
Bond-stretching cost: 0.413 eV
Relaxed front strain F: 0.643 eV
Strain from switching integral: 0.643 eV
Crowded D_T minus D_N: -0.447 eV
Contact diameter at reversal: 0.3656 nm
HF highest level, NH3: -11.09 eV
HF highest level, NMe3: -9.47 eV
HF level rise: 1.62 eV
HF vertical proton affinity, NH3: 9.61 eV
HF vertical proton affinity, NMe3: 10.52 eV
Bending stiffness per group: 4.0 eV/rad^2
Crowded D_T with bending: 0.900 eV
Bond length with bending: 0.2120 nm
Alkyl tilt: 5.7 deg
Ligand tilt: 7.6 deg
Crowded D_T with HF level rise: 0.704 eV
Crowded D_T with bending and HF rise: 1.025 eV
N-H contact diameter: 0.33 nm
N-H contact well depth: 0.005 eV
Ammonia binding with its contacts: 1.058 eV
Masses NH3, amine, acceptor: 17, 59, 100 u
Stretch zero-point energy, ammonia: 0.027 eV
Stretch zero-point energy, crowded amine: 0.011 eV
Temperature: 350 K
Thermal energy kT: 0.0302 eV
Translational free energy, NH3 replaces amine: -0.042 eV
verified
```
